# Field-shift ratio of the Ca+ D2 and D1 lines: verification in Python

```python
"""
Result under test: in the Dirac-Hartree-Fock model of Ca+, the field-shift
factors F = d(E_upper - E_4s)/d<r^2> obey
  F_D2/F_D1 - 1 = [rho(4p1/2)-rho(4p3/2)] / [rho(4s)-rho(4p1/2)],
a positive number below half a percent. Here rho is the all-electron density
averaged over the Gaussian dV/d<r^2>, V is the nuclear potential, <r^2> the
mean square nuclear charge radius, D1 = 4s-4p1/2 and D2 = 4s-4p3/2.
P and Q are the large and small radial components, kappa the Dirac number.
Hartree atomic units are used unless a printed label says otherwise.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.linalg import eigh
from scipy.special import erf
from scipy import constants as const
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

C_LIGHT = 1 / const.alpha
BOHR = const.physical_constants["Bohr radius"][0]
HARTREE_HZ = const.physical_constants["hartree-hertz relationship"][0]
FM = 1e-15 / BOHR
Z_CA = 20
RMS_FM = 3.5
R2 = (RMS_FM * FM) ** 2
XI = 1.5 / R2
KAPPAS = (-1, 1, -2)
N_CORE = {-1: 3, 1: 2, -2: 2}
NAMES = {-1: "4s1/2", 1: "4p1/2", -2: "4p3/2"}
EXPONENTS = 0.015 * 2.0 ** np.arange(36)

# Radial grid: Gauss-Legendre panels in ln r
PANELS, M = 25, 12
edges = np.linspace(-15.0, 4.0, PANELS + 1)
half = (edges[1] - edges[0]) / 2
nodes, node_weights = leggauss(M)
r = np.exp((edges[:-1, None] + half * (nodes + 1)).ravel())
w = np.tile(half * node_weights, PANELS) * r


def coulomb_kernels():
    """Weighted matrices of r_<^k / r_>^(k+1), k = 0, 1, 2."""
    vander = legvander(nodes, M)
    anti = np.empty((M, M))
    anti[:, 0] = nodes + 1
    for n in range(1, M):
        anti[:, n] = (vander[:, n + 1] - vander[:, n - 1]) / (2 * n + 1)
    local = half * anti @ np.linalg.inv(vander[:, :M])
    inner = np.zeros((r.size, r.size))
    for p in range(PANELS):
        own = slice(p * M, (p + 1) * M)
        inner[own, :p * M] = w[:p * M]
        inner[own, own] = local * r[own]
    outer = w[None, :] - inner
    result = []
    for k in range(3):
        y = (inner * r[None, :] ** k / r[:, None] ** (k + 1)
             + outer * r[:, None] ** k / r[None, :] ** (k + 1))
        g = w[:, None] * y
        result.append((g + g.T) / 2)
    return result


KERNEL = coulomb_kernels()


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def exchange_table():
    table = {}
    for a in KAPPAS:
        for b in KAPPAS:
            ja, jb = Rational(2 * abs(a) - 1, 2), Rational(2 * abs(b) - 1, 2)
            terms = []
            for k in range(int(abs(ja - jb)), int(ja + jb) + 1):
                if (orbital_l(a) + orbital_l(b) + k) % 2 == 0:
                    s = wigner_3j(ja, k, jb, Rational(1, 2), 0,
                                  -Rational(1, 2))
                    terms.append((k, float(s ** 2)))
            table[a, b] = terms
    return table


EXCHANGE = exchange_table()


class DiracBasis:
    """Eigenfunctions of the one-electron Dirac operator of the nucleus."""

    def __init__(self, charge, c):
        self.charge, self.c = charge, c
        self.energy, self.large, self.small, self.dv = {}, {}, {}, {}
        v_nuc = -charge * erf(np.sqrt(XI) * r) / r
        self.dv_grid = (charge * np.sqrt(XI / np.pi) / R2
                        * np.exp(-XI * r ** 2))
        a, x = EXPONENTS[None, :], r[:, None]
        for kappa in KAPPAS:
            l = orbital_l(kappa)
            gauss = np.exp(-a * x ** 2)
            big = x ** (l + 1) * gauss
            der = ((l + 1 + kappa) * x ** l - 2 * a * x ** (l + 2)) * gauss
            norm = np.sqrt(w @ big ** 2)
            big, der = big / norm, der / norm
            sml = der / np.sqrt(w @ der ** 2)
            n = a.size
            overlap = np.zeros((2 * n, 2 * n))
            ham = np.zeros_like(overlap)
            overlap[:n, :n] = big.T @ (w[:, None] * big)
            overlap[n:, n:] = sml.T @ (w[:, None] * sml)
            ham[:n, :n] = big.T @ ((w * v_nuc)[:, None] * big)
            ham[n:, n:] = (sml.T @ ((w * v_nuc)[:, None] * sml)
                           - 2 * c ** 2 * overlap[n:, n:])
            ham[n:, :n] = c * sml.T @ (w[:, None] * der)
            ham[:n, n:] = ham[n:, :n].T
            e, vec = eigh(ham, overlap)
            self.energy[kappa] = e
            self.large[kappa] = big @ vec[:n]
            self.small[kappa] = sml @ vec[n:]
            self.dv[kappa] = self.local(kappa, w * self.dv_grid)

    def local(self, kappa, weighted_potential):
        p, q = self.large[kappa], self.small[kappa]
        u = weighted_potential[:, None]
        return p.T @ (u * p) + q.T @ (u * q)

    def first(self, energies):
        return int(np.searchsorted(energies, -self.c ** 2))

    def mean_field(self, shells):
        """Direct minus exchange field of shells (kappa, vector, occupation)."""
        waves = [(k, self.large[k] @ v, self.small[k] @ v, occ)
                 for k, v, occ in shells]
        density = sum(occ * (p ** 2 + q ** 2) for _, p, q, occ in waves)
        direct = KERNEL[0] @ density
        field = {}
        for t in KAPPAS:
            mat = self.local(t, direct)
            for k, p, q, occ in waves:
                pair = self.large[t] * p[:, None] + self.small[t] * q[:, None]
                for order, coef in EXCHANGE[t, k]:
                    mat -= occ * coef * pair.T @ (KERNEL[order] @ pair)
            field[t] = (mat + mat.T) / 2
        return field


def pack(field):
    return np.concatenate([field[k].ravel() for k in KAPPAS])


def unpack(vector):
    n = 2 * EXPONENTS.size
    parts = vector.reshape(len(KAPPAS), n, n)
    return {k: parts[i] for i, k in enumerate(KAPPAS)}


def solve(basis, valence=None, strength=0.0, start=None):
    """Self-consistent closed core, with one optional valence electron."""
    h = {k: np.diag(basis.energy[k]) + strength * basis.dv[k] for k in KAPPAS}
    if start is None:
        guess = 17 / r * (1 - 1 / (1 + r / 0.6) ** 2)
        x = pack({k: basis.local(k, w * guess) for k in KAPPAS})
    else:
        x = start.copy()
    xs, fs = [], []
    for iteration in range(35):
        field = unpack(x)
        core, orbitals = [], {}
        for k in KAPPAS:
            e, vec = eigh(h[k] + field[k])
            i = basis.first(e)
            orbitals[k] = vec[:, i:i + N_CORE[k] + 1]
            core += [(k, vec[:, i + m], 2 * abs(k)) for m in range(N_CORE[k])]
        w_core = basis.mean_field(core)
        new = {k: w_core[k].copy() for k in KAPPAS}
        if valence is not None:
            v = orbitals[valence][:, -1]
            closed = orbitals[valence][:, :-1]
            w_val = basis.mean_field([(valence, v, 1)])
            for k in KAPPAS:
                new[k] += w_val[k]
            d = -w_val[valence] @ v
            along = v * (v @ d)
            in_core = closed @ (closed.T @ d)
            virtual = d - along - in_core
            mix = virtual - in_core / (2 * abs(valence) - 1)
            new[valence] += (np.outer(along, v) + np.outer(mix, v)
                             + np.outer(v, mix))
        f = pack(new) - x
        residual = np.max(np.abs(f))
        if residual < 3e-8:
            break
        xs.append(x)
        fs.append(f)
        xs, fs = xs[-7:], fs[-7:]
        if iteration < 2:
            x = x + 0.7 * f
        else:
            df = np.array([g - f for g in fs[:-1]]).T
            dx = np.array([y - x for y in xs[:-1]]).T
            gamma = np.linalg.lstsq(df, -f, rcond=1e-12)[0]
            x = x + f + (dx + df) @ gamma
    assert residual < 1e-5, "self-consistency not reached"
    energy = sum(occ * (v @ h[k] @ v + 0.5 * v @ w_core[k] @ v)
                 for k, v, occ in core)
    to_density = 3 / (2 * np.pi * basis.charge)
    core_rho = {k: 0.0 for k in KAPPAS}
    for k, v, occ in core:
        core_rho[k] += occ * to_density * (v @ basis.dv[k] @ v)
    out = {"x": x, "core": core_rho, "orbitals": orbitals}
    if valence is not None:
        v = orbitals[valence][:, -1]
        energy += v @ (h[valence] + w_core[valence]) @ v
        out["val"] = to_density * (v @ basis.dv[valence] @ v)
        p, q = basis.large[valence] @ v, basis.small[valence] @ v
        out["radius"] = w @ (r * (p ** 2 + q ** 2))
        out["rho"] = out["val"] + sum(core_rho.values())
    out["energy"] = energy
    return out


def frozen_density(basis, ion, kappa):
    v = ion["orbitals"][kappa][:, -1]
    return 3 / (2 * np.pi * basis.charge) * (v @ basis.dv[kappa] @ v)


# Coulomb kernels against closed-form Slater integrals
rho_1s = 4 * r ** 2 * np.exp(-2 * r)
rho_2p = r ** 4 * np.exp(-r) / 24
assert abs(rho_1s @ KERNEL[0] @ rho_1s - 5 / 8) < 1e-6
assert abs(rho_2p @ KERNEL[2] @ rho_2p - 45 / 512) < 1e-6


def hydrogen_contact_ratio(basis, n):
    i = basis.first(basis.energy[-1])
    j = basis.first(basis.energy[1])
    return (basis.dv[1][j + n - 2, j + n - 2]
            / basis.dv[-1][i + n - 1, i + n - 1])


# Hydrogenlike energy and contact ratio
ca = DiracBasis(Z_CA, C_LIGHT)
za = Z_CA / C_LIGHT
g32 = np.sqrt(4 - za ** 2)
e_exact = C_LIGHT ** 2 * (1 / np.sqrt(1 + (za / (2 + g32)) ** 2) - 1)
e_basis = ca.energy[-2][ca.first(ca.energy[-2]) + 2]
assert abs(e_basis / e_exact - 1) < 1e-4
light = DiracBasis(5, C_LIGHT)
h5_num = hydrogen_contact_ratio(light, 4)
h5_formula = (5 / C_LIGHT) ** 2 * 15 / 64
assert abs(h5_num / h5_formula - 1) < 0.02
h20_num = hydrogen_contact_ratio(ca, 4)
h20_formula = za ** 2 * 15 / 64

# Closed core, and the same core with c enlarged fivefold
ion = solve(ca)
slow = DiracBasis(Z_CA, 5 * C_LIGHT)
ion_slow = solve(slow, start=None)
e_limit = (25 * ion_slow["energy"] - ion["energy"]) / 24
scf.hf.MUTE_CHKFILE = True
gaussians = ([[0, [float(0.05 * 2.0 ** n), 1.0]] for n in range(24)]
             + [[1, [float(0.05 * 2.0 ** n), 1.0]] for n in range(16)])
mol = gto.M(atom="Ca 0 0 0", charge=2, basis={"Ca": gaussians}, verbose=0)
mf = scf.RHF(mol)
e_pyscf = mf.kernel()
assert mf.converged and abs(e_limit - e_pyscf) < 0.01

# Small-component formula for the screened 4p1/2 orbital
point = int(np.argmin(np.abs(r - 2e-3)))
rp = r[point]
p_s = slow.large[-1][point] @ ion_slow["orbitals"][-1][:, -1]
p_p = slow.large[-2][point] @ ion_slow["orbitals"][-2][:, -1]
slope_s = p_s / (rp * (1 - Z_CA * rp))
slope_p = p_p / (rp ** 2 * (1 - Z_CA * rp / 2))
screened_formula = 9 * slope_p ** 2 / (4 * slow.c ** 2 * slope_s ** 2)
screened_num = (frozen_density(slow, ion_slow, 1)
                / frozen_density(slow, ion_slow, -1))
assert abs(screened_num / screened_formula - 1) < 0.03

# Frozen and relaxed cores
frozen = {k: frozen_density(ca, ion, k) for k in KAPPAS}
state = {k: solve(ca, k, start=ion["x"]) for k in KAPPAS}
TO_F = 2 * np.pi * Z_CA / 3 * FM ** 2 * HARTREE_HZ / 1e6


def factors(rho):
    return TO_F * (rho[1] - rho[-1]), TO_F * (rho[-2] - rho[-1])


f1_frozen, f2_frozen = factors(frozen)
f1, f2 = factors({k: state[k]["rho"] for k in KAPPAS})
ratio_frozen, ratio = f2_frozen / f1_frozen, f2 / f1
gap = state[-1]["rho"] - state[1]["rho"]
part_val = (state[1]["val"] - state[-2]["val"]) / gap
part_core = {k: (state[1]["core"][k] - state[-2]["core"][k]) / gap
             for k in KAPPAS}

# Field shifts from total energies with the nuclear perturbation switched on
STEP_FM2 = 8.0
slope = {}
for k in KAPPAS:
    up, down = (solve(ca, k, s * STEP_FM2 * FM ** 2, state[k]["x"])["energy"]
                for s in (1, -1))
    slope[k] = (up - down) / (2 * STEP_FM2) * HARTREE_HZ / 1e6
f1_energy, f2_energy = slope[1] - slope[-1], slope[-2] - slope[-1]
assert abs(f1_energy / f1 - 1) < 0.02
assert abs(f2_energy / f2 - 1) < 0.02
assert abs((f2_energy - f1_energy) / (f2 - f1) - 1) < 0.10

# Final claims
assert state[-2]["val"] < 1e-3 * state[1]["val"]
assert 0 < ratio_frozen - 1 < 0.005
assert 0 < ratio - 1 < 0.005

print(f"Nuclear charge Z: {Z_CA}")
print(f"Nuclear rms charge radius: {RMS_FM} fm")
print(f"(Z alpha)^2: {za**2:.6f}")
print(f"Hydrogenlike 4p1/2 to 4s contact ratio, Z=5, Dirac: {h5_num:.4e}")
print(f"Same, Z=5, leading formula: {h5_formula:.4e}")
print(f"Hydrogenlike contact ratio, Z=20, Dirac: {h20_num:.6f}")
print(f"Same, Z=20, leading formula: {h20_formula:.6f}")
print(f"Ca2+ DHF energy: {ion['energy']:.4f} hartree")
print(f"Ca2+ energy extrapolated to infinite c: {e_limit:.4f} hartree")
print(f"Ca2+ nonrelativistic HF energy (PySCF): {e_pyscf:.4f} hartree")
print(f"Screened contact ratio at 5c, computed: {screened_num:.4e}")
print(f"Screened contact ratio at 5c, formula: {screened_formula:.4e}")
for k in KAPPAS:
    print(f"Frozen core, {NAMES[k]} contact density: {frozen[k]:.4e} bohr^-3")
print(f"Frozen core, 4p1/2 to 4s contact ratio: {frozen[1]/frozen[-1]:.6f}")
print(f"Frozen core F_D1: {f1_frozen:.3f} MHz/fm^2")
print(f"Frozen core F_D2: {f2_frozen:.3f} MHz/fm^2")
print(f"Frozen core F_D2/F_D1: {ratio_frozen:.6f}")
for k in KAPPAS:
    s = state[k]
    change = sum(s["core"].values()) - sum(ion["core"].values())
    print(f"Relaxed {NAMES[k]} valence density: {s['val']:.4e} bohr^-3")
    print(f"Relaxed {NAMES[k]} core density change: {change:.5f} bohr^-3")
    print(f"Relaxed {NAMES[k]} valence mean radius: {s['radius']:.4f} bohr")
print(f"All-electron density difference 4s - 4p1/2: {gap:.5f} bohr^-3")
print(f"Relaxed core F_D1: {f1:.3f} MHz/fm^2")
print(f"Relaxed core F_D2: {f2:.3f} MHz/fm^2")
print(f"F_D1 from total energies: {f1_energy:.3f} MHz/fm^2")
print(f"F_D2 from total energies: {f2_energy:.3f} MHz/fm^2")
print(f"F_D2 - F_D1 from densities: {f2-f1:.4f} MHz/fm^2")
print(f"F_D2 - F_D1 from total energies: {f2_energy-f1_energy:.4f} MHz/fm^2")
print(f"Excess from valence contact density: {100*part_val:.4f} percent")
for k, name in ((-1, "s1/2"), (1, "p1/2"), (-2, "p3/2")):
    print(f"Excess from core {name} shells: {100*part_core[k]:.4f} percent")
print(f"Excess from whole core: {100*sum(part_core.values()):.4f} percent")
print(f"Relaxed core F_D2/F_D1: {ratio:.6f}")
print(f"Total excess over one: {100*(ratio-1):.4f} percent")
print("verified")
```

Output:

```
Nuclear charge Z: 20
Nuclear rms charge radius: 3.5 fm
(Z alpha)^2: 0.021301
Hydrogenlike 4p1/2 to 4s contact ratio, Z=5, Dirac: 3.1257e-04
Same, Z=5, leading formula: 3.1202e-04
Hydrogenlike contact ratio, Z=20, Dirac: 0.005063
Same, Z=20, leading formula: 0.004992
Ca2+ DHF energy: -679.1039 hartree
Ca2+ energy extrapolated to infinite c: -676.1522 hartree
Ca2+ nonrelativistic HF energy (PySCF): -676.1534 hartree
Screened contact ratio at 5c, computed: 7.7064e-05
Screened contact ratio at 5c, formula: 7.6608e-05
Frozen core, 4s1/2 contact density: 2.1883e+00 bohr^-3
Frozen core, 4p1/2 contact density: 4.2321e-03 bohr^-3
Frozen core, 4p3/2 contact density: 1.4171e-07 bohr^-3
Frozen core, 4p1/2 to 4s contact ratio: 0.001934
Frozen core F_D1: -214.961 MHz/fm^2
Frozen core F_D2: -215.377 MHz/fm^2
Frozen core F_D2/F_D1: 1.001938
Relaxed 4s1/2 valence density: 2.2555e+00 bohr^-3
Relaxed 4s1/2 core density change: 0.06460 bohr^-3
Relaxed 4s1/2 valence mean radius: 3.7138 bohr
Relaxed 4p1/2 valence density: 4.3332e-03 bohr^-3
Relaxed 4p1/2 core density change: -0.19767 bohr^-3
Relaxed 4p1/2 valence mean radius: 4.5360 bohr
Relaxed 4p3/2 valence density: 1.4579e-07 bohr^-3
Relaxed 4p3/2 core density change: -0.19563 bohr^-3
Relaxed 4p3/2 valence mean radius: 4.5514 bohr
All-electron density difference 4s - 4p1/2: 2.51343 bohr^-3
Relaxed core F_D1: -247.376 MHz/fm^2
Relaxed core F_D2: -247.602 MHz/fm^2
F_D1 from total energies: -247.397 MHz/fm^2
F_D2 from total energies: -247.623 MHz/fm^2
F_D2 - F_D1 from densities: -0.2257 MHz/fm^2
F_D2 - F_D1 from total energies: -0.2258 MHz/fm^2
Excess from valence contact density: 0.1724 percent
Excess from core s1/2 shells: -0.1242 percent
Excess from core p1/2 shells: 0.0430 percent
Excess from core p3/2 shells: -0.0000 percent
Excess from whole core: -0.0812 percent
Relaxed core F_D2/F_D1: 1.000912
Total excess over one: 0.0912 percent
verified
```
